# Free-molecular heat transfer between close parallel plates

**Q.** A gas between two plates conducts heat as \(\kappa\,\Delta T/d\). Halve the gap \(d\) and the heat flux doubles. Why should the spacing ever drop out?

**A.** The law \(\kappa\,\Delta T/d\) assumes that atoms collide many times on the way across, so that a local temperature gradient exists. Take the opposite case: \(d\) is much smaller than the mean free path. An atom leaves one plate and reaches the other with its energy unchanged, however far apart they are within this regime. The heat flux is then the number of atoms crossing per unit area and time, multiplied by the net energy carried per atom.

Let plate 1, below, be at \(T_1\), and plate 2, above, at \(T_2<T_1\). The plates are much wider than \(d\), the gas is monatomic, and the state is steady. There is no net flow of atoms, so the same flux \(G\) goes up and down. With mean energies \(E_\uparrow\) and \(E_\downarrow\) per crossing atom,

\[
q=G\,(E_\uparrow-E_\downarrow),
\]

positive from plate 1 to plate 2. The algebra is in atomic units, with \(k\) kept to convert kelvin to energy.

**Q.** Then each atom carries \(\tfrac32kT\), the mean energy of a gas atom?

**A.** No, because fast atoms cross more often. Put \(s^2=kT/m\). In a Maxwellian gas of density \(n\), the normal velocity \(v\) has probability density \(e^{-v^2/2s^2}/(\sqrt{2\pi}\,s)\). Since \(\int_0^\infty v\,e^{-v^2/2s^2}dv=s^2\), the one-way flux is

\[
G=\frac{n s}{\sqrt{2\pi}}=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}},
\]

where \(n=p/kT\) was used last. The mean normal energy of a crossing atom is weighted with \(v\):

\[
\frac{\int_0^\infty \frac12mv^3e^{-v^2/2s^2}dv}{\int_0^\infty v\,e^{-v^2/2s^2}dv}=\frac{m}{2}\,\frac{2s^4}{s^2}=kT .
\]

The two tangential directions are not weighted and add \(2\times\frac12kT\). The total is \(2kT\), half of it normal and half tangential.

**Q.** That would settle the matter if atoms left each plate at the plate's temperature. Real surfaces accommodate them only partly. Do I multiply by \(a_1a_2\), one factor for each plate?

**A.** Start from what a coefficient means: the energy change at a plate, divided by the change that full accommodation would give. Atoms arrive at plate 1 with \(E_\downarrow\) and leave with \(E_\uparrow\). At plate 2 the roles are exchanged. Hence

\[
E_\uparrow-E_\downarrow=a_1(2kT_1-E_\downarrow),\qquad
E_\uparrow-E_\downarrow=a_2(E_\uparrow-2kT_2).
\]

Call the common left side \(D\). Dividing by the coefficients gives \(D/a_1=2kT_1-E_\downarrow\) and \(D/a_2=E_\uparrow-2kT_2\). Add these:

\[
D\left(\frac1{a_1}+\frac1{a_2}\right)=2k(T_1-T_2)+D .
\]

Move the last \(D\) to the left and solve:

\[
D=2kF(T_1-T_2),\qquad
F=\frac{1}{1/a_1+1/a_2-1}=\frac{a_1a_2}{a_1+a_2-a_1a_2}.
\]

The heat flux is therefore

\[
q=2kGF\,(T_1-T_2).
\]

No expansion in \(T_1-T_2\) was made. For given \(G\) and constant coefficients, the law is linear for any temperature difference.

**Q.** What did my product \(a_1a_2\) leave out?

**A.** Repeated attempts. Suppose that at each impact an atom is either fully thermalized, with probability \(a_i\), or keeps its energy. Atoms are thermalized at plate 1 at the rate \(Ga_1\). The next thermalization of such an atom happens at plate 2 with probability

\[
a_2\left[1+r+r^2+\dots\right]=\frac{a_2}{1-r},\qquad r=(1-a_1)(1-a_2),
\]

because each failed round trip contributes a factor \(r\). As \(1-r=a_1+a_2-a_1a_2\), the rate of transfers from 1 to 2 is \(GF\), each carrying \(2kT_1\). The reverse rate is the same, each transfer carrying \(2kT_2\). The bare product is the first term of the series.

The limits agree with this picture. Two fully accommodating plates give \(F=1\). If \(a_2=1\), then \(F=a_1\). Equal coefficients give \(F=a/(2-a)\), which tends to \(a/2\) for small \(a\): two equal surface resistances in series.

**Q.** You have moved the difficulty into \(G\). The gap holds two streams with different energies. Which pressure and which temperature belong in it?

**A.** Those of the reservoir that feeds the gap, if the gap is open to one at \(p_g,T_g\):

\[
G=\frac{p_g}{\sqrt{2\pi mkT_g}} .
\]

To see this, let each wall re-emit some atoms diffusely, by the cosine law, and reflect the rest specularly. Try a solution in which every wall point and every opening sends out the flux \(G/\pi\) per unit solid angle and unit area normal to the ray. Each ray arriving at a wall point began at an opening or at another wall point, so the arriving flux is

\[
\int_{\text{hemisphere}}\frac{G}{\pi}\cos\theta\,d\Omega=2G\int_0^1\mu\,d\mu=G .
\]

Diffuse emission returns these atoms with the same angular law, and so does specular reflection. The trial solution balances everywhere. It is the only steady one, since the difference between two solutions would be a population with no supply, which drains out through the openings. Wall temperatures change the speeds, but not this count of impacts.

The argument makes a prediction. A strip of length \(L\), open at both ends, receives \(2Gd\) atoms and suffers \(2GL\) wall impacts, per unit depth and time. Each entering atom should hit the walls \(L/d\) times on average. Following random paths with \(L/d=8\) and partly specular walls gave 8.015 hits, of which 4.014 fell in the central half, where 4 are expected.

So, for walls that re-emit fixed fractions diffusely and specularly, \(G\) does not contain \(d\), and neither does \(q\).

**Q.** And if I close the gap and then pull the plates apart?

**A.** Then the spacing returns, because the number of atoms \(N\) is fixed instead of the reservoir pressure. Take fully accommodating plates of area \(A\). An atom leaving a plate at \(T\) needs the mean time \(d\,\langle1/v\rangle\) to cross, where

\[
\left\langle\frac1v\right\rangle=\frac{\int_0^\infty e^{-v^2/2s^2}dv}{\int_0^\infty v\,e^{-v^2/2s^2}dv}=\frac{\sqrt{\pi/2}\,s}{s^2}=\sqrt{\frac{\pi m}{2kT}} .
\]

Each atom strikes each plate once per round trip, so

\[
G=\frac{N}{A\,d}\left[\sqrt{\frac{\pi m}{2kT_1}}+\sqrt{\frac{\pi m}{2kT_2}}\right]^{-1},
\]

and \(q\propto1/d\). In a simulation that counted the heat delivered in a fixed time, the narrower of two sealed gaps, with widths in the ratio 1:2, carried 1.994 times the heat of the wider. Independence of spacing is thus a statement about fixed reservoir pressure.

**Q.** I also distrust one number \(a\) per plate. A surface may take up normal motion more readily than tangential motion.

**A.** It may, and then \(F\) with averaged coefficients is in general wrong. If the two kinds of energy accommodate independently, the derivation applies to each separately. Each carries \(kT\) instead of \(2kT\), so

\[
q=kG(F_n+F_t)(T_1-T_2),\qquad F_{\rm eff}=\tfrac12(F_n+F_t).
\]

Let the mean coefficients be \(a_1=0.3\) and \(a_2=0.5\), for which \(F=0.15/0.65=0.2308\). Split them in the same sense: 0.1 and 0.3 for normal energy, 0.5 and 0.7 for tangential energy. Then

\[
F_{\rm eff}=\frac12\left(\frac{0.03}{0.37}+\frac{0.35}{0.85}\right)=0.2464 .
\]

With the opposite split, plate 1 keeps 0.1 and 0.5, while plate 2 has 0.7 for normal and 0.3 for tangential energy:

\[
F_{\rm eff}=\frac12\left(\frac{0.07}{0.73}+\frac{0.15}{0.65}\right)=0.1633 .
\]

Simulated atoms, scattered by a Cercignani–Lampis type law with these coefficients, gave 0.2465 and 0.1632. Relative to 0.2308 the changes are \(+6.8\,\%\) and \(-29.2\,\%\), at the same \(G\). That condition matters, since such a surface need not re-emit by the cosine law, on which the reservoir argument for \(G\) relied. With the opposite split and plates at 333 and 293 K, \(G\) in the middle of an open strip falls by a few per cent, and the amount depends on \(L/d\).

**Q.** No gas is entirely free of collisions. How fast does the independence of \(d\) wear off?

**A.** The leading loss can be found for a small temperature difference with the BGK model, in which collisions relax the gas towards a local Maxwellian in a time \(t_c\). Measure velocities \(\mathbf c\) in units of \(v_0=\sqrt{2kT/m}\) and height \(x\) in units of \(d\). Write the distribution as a Maxwellian times \(1+h\). Then

\[
c_x\frac{\partial h}{\partial x}=\delta\,(h_{\rm eq}-h),\qquad \delta=\frac{d}{v_0t_c},
\]

where \(h_{\rm eq}\) contains the local changes of density and temperature. Let \(u=|c_x|\) and \(g=c^2-2\). The function \(g\) describes a warmer stream with unchanged particle flux.

Without collisions, choose the reference temperature midway between those of the two streams. They are then \(h_\uparrow=Bg\) and \(h_\downarrow=-Bg\), with \(B=F\Delta\tau/2\) and \(\Delta\tau=(T_1-T_2)/T\). Their density and temperature changes cancel, so \(h_{\rm eq}=0\) at this order. To first order in \(\delta\), collisions merely weaken each stream on its way:

\[
h_\uparrow(1)=h_\uparrow(0)-\frac{\delta}{u}Bg,\qquad
h_\downarrow(0)=h_\downarrow(1)+\frac{\delta}{u}Bg .
\]

Let a fraction \(a_i\) be re-emitted diffusely and the rest specularly. Diffuse emission has the form \(\tau_ig+\nu_i\), where \(\tau_i\) is the relative temperature change of the plate and \(\nu_i\) adjusts the particle flux. Define \(J=h_\uparrow-h_\downarrow\). Adding the two relations above and rearranging shows that \(J\) is the same at both plates. The wall conditions become

\[
\frac{J}{a_1}=\tau_1g+\nu_1-h_\downarrow(0),\qquad
\frac{J}{a_2}=h_\uparrow(0)-\frac{\delta}{u}Bg-\tau_2g-\nu_2 .
\]

Add them, move the resulting \(J\) to the left, and put \(\Delta\nu=\nu_1-\nu_2\):

\[
J=F\left[g\,\Delta\tau+\Delta\nu-\frac{\delta}{u}Bg\right].
\]

**Q.** What fixes \(\Delta\nu\)?

**A.** The absence of net particle flow. Let \(\langle X\rangle=\pi^{-3/2}\int_{c_x>0}u\,X\,e^{-c^2}d^3c\). In a crossing stream \(c^2\) has mean 2 and mean square 6, and \(\langle1\rangle=1/(2\sqrt\pi)\). Hence \(\langle g\rangle=0\) and \(\langle c^2g\rangle=(6-4)/(2\sqrt\pi)=1/\sqrt\pi\). Division by \(u\) removes the crossing weight and leaves half of an ordinary Maxwellian average, for which \(c^2\) has mean \(3/2\) and mean square \(15/4\):

\[
\left\langle\frac gu\right\rangle=\frac12\left(\frac32-2\right)=-\frac14,\qquad
\left\langle\frac{c^2g}{u}\right\rangle=\frac12\left(\frac{15}4-3\right)=\frac38 .
\]

Setting \(\langle J\rangle=0\) gives \(\Delta\nu/(2\sqrt\pi)+\delta B/4=0\), or \(\Delta\nu=-\sqrt\pi\,\delta B/2\). The energy flux is proportional to

\[
\frac{\langle c^2J\rangle}{F}=\frac{\Delta\tau}{\sqrt\pi}+\frac{\Delta\nu}{\sqrt\pi}-\frac38\delta B
=\frac{\Delta\tau}{\sqrt\pi}-\frac78\delta B .
\]

Insert \(B=F\Delta\tau/2\) and divide by the collisionless value:

\[
\frac{q}{q_{\rm free}}\simeq1-\frac{7\sqrt\pi}{16}\,F\delta .
\]

The coefficient is 0.775. A numerical solution of the BGK equation at \(\delta=0.01\), with \(a_1=0.3\) and \(a_2=0.5\), gave 0.766. The factor \(F\) shows that weak accommodation widens the range of nearly constant \(q\): the surfaces then hold most of the thermal resistance.

**Q.** I cannot look up \(t_c\).

**A.** You can take it from the conductivity. In a uniform gradient \(T'\) at constant pressure, the BGK equation gives \(h=-t_cv_0c_x(T'/T)(c^2-\frac52)\). The heat flux is the average of \(n\,v_0c_x\,kTc^2h\), so

\[
\kappa=nk\,t_cv_0^2\left\langle c_x^2c^2\left(c^2-\tfrac52\right)\right\rangle_{M}
=nk\,t_cv_0^2\,\frac13\left(\frac{105}8-\frac{75}8\right)=\frac52\,\frac km\,p\,t_c ,
\]

where \(M\) marks the full Maxwellian average and \(c_x^2\) was replaced by \(c^2/3\). Thus \(t_c=2m\kappa/(5kp)\).

**Q.** Show me a case where this matters.

**A.** Helium behind a silicon wafer on an electrostatic chuck in a plasma etcher. Take rough typical values: 10 Torr, a gap of 1000 nm, wafer at 333 K, chuck and gas supply at 293 K. The coefficients 0.3 for the wafer and 0.5 for the chuck are assumed; they depend on the state of the surfaces.

The supply gives \(G=1.026\times10^{22}\) atoms per cm² per second. The energies for full accommodation are \(2kT_1=0.05739\) eV and \(2kT_2=0.05050\) eV, a difference of 0.00689 eV. Multiplied by \(F=0.2308\), this leaves 0.00159 eV per atom, the difference between the stream energies 0.05368 and 0.05209 eV. Then

\[
q=1.026\times10^{22}\times0.00159\ \text{eV}\approx1.63\times10^{19}\ \text{eV cm}^{-2}\text{s}^{-1},
\]

which is 2.6 W/cm², or \(1.63\times10^3\) eV Å⁻² s⁻¹. Per kelvin it is 0.065 W/(cm² K). With both coefficients equal to 1, the flux would be 11.3 W/cm².

The streams correspond to 311 K and 302 K. Of the 40 K between the plates, only 9 K separates them; the rest is lost in imperfect exchange at the surfaces. Your formula \(\kappa/d\), with a rough \(\kappa=0.15\) W/(m K), would give 15 W/(cm² K), some 230 times too much.

**Q.** Is 1000 nm really narrow enough?

**A.** At this pressure the mean free path, taken as mean speed times \(t_c\), is about 28,000 nm (the usual hard-sphere definition gives about 15,000 nm for the same gas), and \(\delta=0.0405\). The first-order loss is \(0.775\times0.2308\times0.0405=0.7\,\%\). This figure belongs to the BGK model. At the same conductivity, the Shakhov model and hard spheres give a coefficient near 0.94 and helium-like collision laws about 1.0 in place of 0.775, so the loss is nearer 0.9 %, and the Shakhov ratio at 5000 nm is 0.964. The BGK solution, with \(G\) and the coefficients held fixed, gives these ratios to the free-molecular flux:

| Gap (nm) | \(q/q_{\rm free}\) |
|---|---|
| 500 | 0.996 |
| 1000 | 0.993 |
| 2000 | 0.986 |
| 5000 | 0.968 |

At fixed \(G\), a tenfold change of gap alters the heat flux by about 3 %. The wafer is much wider than the mean free path, so collisions along the gap can also shift \(G\) itself. If they were frequent enough to make the pressure uniform, gas at about 307 K fed from a supply at 293 K would have a \(G\) lower by the factor \(\sqrt{293/307}\), or about 2 %. In a narrow gap the shift should be smaller than that. In this model, a slightly bowed wafer is therefore cooled almost evenly, provided that the gas pressure is uniform and the gap stays well below the mean free path.

**Q.** A real chuck also touches the wafer, and the plates radiate. What does your number miss?

**A.** First, contact. If a clamping pressure \(P\) is borne by spots of hardness \(H\), the contact fraction is \(P/H\), and spots of radius \(r\) have density \(P/(\pi r^2H)\). A disc on a half-space conducts \(4k_sr\), with \(k_s\) the solid conductivity, so two half-spaces in series conduct \(2k_sr\). Together they give \(2k_sP/(\pi Hr)\). With 20 Torr net clamping, 10 GPa, 500 nm and 50 W/(m K), all rough, this is 2.6 % of the gas transfer. It grows with the clamping pressure. The formula requires spots much larger than the phonon mean free path in the solid; for finer spots it overestimates the contact. In silicon, part of the heat is carried by phonons whose mean free path is comparable with 500 nm, so even the 2.6 % may be too high for the inputs chosen.

Black-body radiation across a wide gap would add about 1 %. At 1000 nm, waves can also tunnel. At each frequency, silicon of refractive index \(n_r\approx3.4\) offers \(n_r^2\) times as many propagating channels per unit surface area as vacuum, so perfect transmission of them all would give 12 % of the gas transfer. That is a ceiling for weakly absorbing silicon, not an estimate. The temperature drop inside a 775 µm wafer is 0.16 K out of 40 K. Near each opening that feeds the gap, entering atoms still carry the energy of the gas supply. They lose it after roughly \(1/a_1\) impacts, so this edge zone has a width of order \(d/a_1\), about \(2\times10^{-5}\) of a 150 mm radius.

Two further uncertainties concern the model itself. The coefficients were assumed, and the splits examined above already move the result by \(+7\) or \(-29\,\%\) at fixed means and fixed \(G\). A chuck may also have recessed areas or grooves, where the gap can approach or exceed the mean free path. There the first-order correction no longer suffices, and the spacing matters again. A leaking rim would lower \(G\) towards the edge and cool the wafer less there. The values used here are listed in the numerical output below.

## Computed results

```
TESTS
energy per crossing atom / kT (quadrature): 2.0000
factor, equal modes: formula 0.2308, simulated 0.2309
factor, same-sense split: formula 0.2464, simulated 0.2465
factor, opposite split: formula 0.1633, simulated 0.1632
open gap, length/gap: 8.0; hits per atom: 8.015
open gap, hits per atom in central half: 4.014
sealed gap, heat ratio gap 1 to gap 2: 1.994
collision slope: formula 0.7754, BGK 0.7662
  (BGK slope taken at delta = 0.01)
EXAMPLE INPUTS (rough typical values)
wafer, chuck, gas supply: 333, 293, 293 K
helium pressure: 10.0 Torr; gap: 1000 nm
accommodation a1 (wafer), a2 (chuck): 0.3, 0.5
helium conductivity: 0.15 W/(m K)
EXAMPLE RESULTS
one-way particle flux: 1.0258e+22 per cm2 per s
energy 2kT1: 0.05739 eV; 2kT2: 0.05050 eV
mean energy leaving wafer: 0.05368 eV
mean energy leaving chuck: 0.05209 eV
beam temperatures: 311.46 K and 302.23 K
accommodation factor F: 0.2308; bare product a1*a2: 0.1500
heat flux: 2.615 W/cm2 = 1.6319e+03 eV/(A2 s)
heat-transfer coefficient: 0.06536 W/(cm2 K)
heat flux if a1 = a2 = 1: 11.330 W/cm2
NEGLECTED EFFECTS
mean free path (mean speed * t_c): 27877 nm
relaxation time t_c: 21.66 ns; delta: 0.0405
first-order collision loss: 0.72 %
BGK heat / free-molecular heat, gap 500 nm: 0.9965
BGK heat / free-molecular heat, gap 1000 nm: 0.9930
BGK heat / free-molecular heat, gap 2000 nm: 0.9864
BGK heat / free-molecular heat, gap 5000 nm: 0.9683
continuum kappa/gap: 15.00 W/(cm2 K)
change of heat, same-sense split: +6.8 %
change of heat, opposite split: -29.2 %
contact inputs: spot radius 500 nm, hardness 10 GPa,
  net clamping 20 Torr, solid 50 W/(m K)
solid contact / gas: 2.6 %
far-field black-body radiation / gas: 1.06 %
near-field ceiling (index 3.4) / gas: 12.3 %
wafer: 775 um thick, 130 W/(m K), radius 150 mm
temperature drop inside wafer: 0.156 K
edge zone (gap/a1) over radius: 2.2e-05
```
